Why a Bilayer Cloak Exact for Uniform Gradients Disturbs Other Fields

A cylinder wrapped in a thermal cloak leaves a uniform temperature gradient around it untouched. Suppose a designer takes this as proof of invisibility and mounts a thin, long heater parallel to the cylinder, 30 mm from its centre. In the example worked below, the temperature just outside the cloak, on the side facing the heater, is then wrong by about a third of a kelvin. A temperature map that was meant to ignore the cylinder shows it, and a sensor on that side reads low. Nothing has been built badly. The shell has the conductivity that the uniform-gradient calculation demands, and the error comes from asking that calculation about a field it does not cover.

**The belief and its appeal**

The belief runs as follows. The cloak is exact for a uniform gradient of any strength and any direction. Steady conduction with constant conductivities is linear, so solutions can be added. Any smooth field looks like a uniform gradient if one examines a small enough region. The cloak should therefore be exact for every applied field.

A second argument points the same way. In a uniform gradient the cloaked cylinder behaves as if it were a solid cylinder of host material. If its effective conductivity equals that of the host, no field should be able to tell the two apart.

The premises about linearity and the uniform gradient are correct, but the conclusions do not follow. Adding uniform gradients gives another uniform gradient and nothing else. The field x² − y², for instance, satisfies the steady heat equation and has zero gradient at the origin, yet it is no sum of uniform gradients. A field may be nearly linear over a very small region, but the region that matters is the whole cloak. As for the effective conductivity, it depends on the angular form of the field, as the derivation shows.

**The model**

Take steady conduction in a plane perpendicular to a long cylinder. The host has conductivity kb and extends to infinity. An ideal insulating layer ends at radius b and encloses a core without heat sources. A homogeneous, isotropic shell of conductivity ks fills b < r < c. Thermal contact at r = c is perfect, and conductivities do not depend on temperature.

The applied field is the one that would exist in the host without the device, with the heat output of all sources held fixed. If no source lies within r ≤ c, it satisfies Laplace's equation there and is finite at the centre, so it can be written

T_app = A_0 + Σ A_m (r/c)^m cos mθ,  m = 1, 2, 3, …

plus sine terms, which behave in the same way because the device is round. The term m = 1 is the uniform gradient, since r cos θ = x. The term m = 2 is the quadrupole field, since r² cos 2θ = x² − y². The response to a term of order m has the same order, again because the device is round.

Outside the shell the device adds a part that decays with r:

T = A_m [(r/c)^m + s_m (c/r)^m] cos mθ.

The number s_m is the disturbance at r = c relative to the applied term there. Perfect cloaking of order m means s_m = 0. The constant A_0 drives no heat flow and causes no disturbance. A term in ln r would need net heat from the device, which the insulated, source-free core cannot supply.

**What the shell presents to the host**

Inside the shell the radial solutions are r^m and r^(−m), so up to a common factor

T = (r^m + B r^(−m)) cos mθ.

No heat crosses the insulator, so ∂T/∂r = 0 at r = b:

m b^(m−1) − m B b^(−m−1) = 0, hence B = b^(2m).

At r = c both temperature and radial heat flow must be continuous. The common factor drops out if we use their ratio. Define the load of order m at radius r as

L_m = r k (∂T/∂r) / (m T).

For a solid cylinder of conductivity k, where T is proportional to r^m, this gives L_m = k. The load is thus the effective conductivity seen by order m. For our shell at r = c,

L_m = ks (c^m − b^(2m) c^(−m)) / (c^m + b^(2m) c^(−m)).

Divide numerator and denominator by c^m and write p = (b/c)²:

L_m = ks (1 − p^m)/(1 + p^m).

On the host side of r = c, the temperature is proportional to 1 + s_m and r ∂T/∂r to m(1 − s_m). Continuity therefore requires

kb (1 − s_m)/(1 + s_m) = L_m.

Multiplying out, kb − kb s_m = L_m + L_m s_m, so

s_m = (kb − L_m)/(kb + L_m).

The disturbance vanishes only if L_m = kb, which means

ks = kb (1 + p^m)/(1 − p^m).

With u = p^m the fraction equals −1 + 2/(1 − u), which grows with u. Since 0 < p < 1, p^m falls as m rises, and so does the required ks. Each order demands its own shell conductivity, and no single value serves two orders. This refutes the belief. The physical reason is that a field of higher order is weaker near the centre, so it is less affected by the insulator at b. It needs less extra conduction in the shell to make up for the blocked heat.

**What remains after dipole tuning**

Now fix ks = kb(1 + p)/(1 − p), the value for a uniform gradient. Then

L_m/kb = (1 + p)(1 − p^m) / [(1 − p)(1 + p^m)].

Insert this in s_m and multiply through by (1 − p)(1 + p^m). The numerator becomes

(1 − p)(1 + p^m) − (1 + p)(1 − p^m)
= (1 + p^m − p − p^(m+1)) − (1 − p^m + p − p^(m+1))
= 2p^m − 2p,

and the denominator, with a plus sign between the brackets, becomes 2 − 2p^(m+1). Therefore

s_m = −(p − p^m)/(1 − p^(m+1)).

This is zero for m = 1 and negative for every m ≥ 2. For the quadrupole the numerator is p(1 − p) and the denominator (1 − p)(1 + p + p²), so

s_2 = −p/(1 + p + p²).

The minus sign says that the device conducts too well: the shell overcompensates for the insulator.

Tuning for the quadrupole instead moves the fault to the dipole. With ks = kb(1 + p²)/(1 − p²),

L_1/kb = (1 + p²)(1 − p)/[(1 − p²)(1 + p)] = (1 + p²)/(1 + p)².

This is the reciprocal of L_2/kb for the dipole-tuned shell. Replacing L/kb by its reciprocal reverses the sign of (1 − L/kb)/(1 + L/kb), so now s_1 = +p/(1 + p + p²).

Take b = 9 mm, c = 12 mm and kb = 2.8 W/(m K). Then p = (9/12)² = 0.5625, and the two required conductivities are

dipole: 2.8 × 1.5625/0.4375 = 10.0 W/(m K),
quadrupole: 2.8 × 1.3164/0.6836 = 5.39 W/(m K).

The difference is nearly a factor of two. The dipole-tuned shell has s_2 = −0.299 and s_3 = −0.427. An independent boundary-integral calculation, which does not separate the field into orders, was given a uniform gradient and a quadrupole field of equal amplitude at r = c. It found a dipole disturbance of 1.5 × 10⁻¹⁶, which is rounding error, and a quadrupole disturbance of −0.2994.

**Is the cloak at least better than no cloak?**

Compare it with a bare insulated hole of the same radius b in the host. Its field is r^m + b^(2m) r^(−m), by the same zero-flux condition as before. Measured at r = c, its coefficient is s_m = p^m. For a uniform gradient the hole disturbs by p and the cloak by nothing. For a pure quadrupole field the cloak is worse than the hole if

p/(1 + p + p²) > p², that is, p + p² + p³ < 1.

The left side of the last inequality grows with p and reaches 1 at p = 0.544, or b/c = 0.737. Shells thicker than this, relative to c, increase the quadrupole disturbance. At b/c = 0.60 the cloak has s_2 = −0.242 and the hole 0.130; at b/c = 0.85 the values are −0.322 and 0.522. Our example, at b/c = 0.75, lies close to the crossing: −0.299 against 0.316. The cloak changes the sign of the quadrupole disturbance and hardly its size.

Two limits help in reading these results. For a very thick shell, p → 0, the cloak has s_2 ≈ −p and the hole p². Both vanish, but the hole's disturbance vanishes faster. For a very thin shell put p = 1 − ε with small ε. Then p − p^m ≈ (m − 1)ε and 1 − p^(m+1) ≈ (m + 1)ε, so

s_m → −(m − 1)/(m + 1).

The quadrupole value tends to −1/3, while the hole's tends to 1. Making the shell thin, with ks raised to keep the dipole cancelled, does not remove the fault.

**A heater nearby**

A real source produces many orders at once. Let a line heater parallel to the cylinder deliver power q′ per unit length at distance d > c from the centre, in the direction θ = 0. In the host alone, heat conservation gives the temperature −T0 ln(distance from heater) plus a constant, with

T0 = q′/(2π kb).

For r < d the logarithm expands as

−T0 ln|d − r e^(iθ)| = −T0 ln d + T0 Σ (1/m)(r/d)^m cos mθ,

which follows from −ln(1 − z) = Σ z^m/m on taking the real part with z = (r/d)e^(iθ). Comparison with the form of T_app gives A_m = (T0/m)(c/d)^m. The disturbance outside the shell is therefore

ΔT = T0 Σ (s_m/m) [c²/(d r)]^m cos mθ.

For the dipole-tuned cloak all nonzero s_m are negative, so on any circle around it the disturbance is largest in size at θ = 0, where every cosine equals 1.

With q′ = 200 W/m, T0 = 200/(2π × 2.8) = 11.37 K. Put the heater at d = 30 mm and observe at r = 13 mm, θ = 0, which is 1 mm outside the shell. Then c²/(d r) = 144/390 = 0.369, and the quadrupole part is

11.37 × (−0.2994/2) × 0.369² = −0.232 K.

The sextupole term, m = 3, adds 11.37 × (−0.4273/3) × 0.369³ = −0.081 K, and all orders together give −0.351 K. The bare hole gives +2.65 K at the same point. The cloak thus removes most of the disturbance, because most of it was dipolar, but 13% of its size remains.

The distance of the heater explains why the fault is easily missed. At fixed power and fixed observation point, the hole's leading term has m = 1 and falls as 1/d. The cloak's leading term has m = 2 and falls as 1/d². For a distant heater the ratio of their sizes is

|ΔT_cloak/ΔT_hole| ≈ (|s_2|/2p) c²/(d r).

At d = 300 mm this estimate gives 0.2994/1.125 × 0.0369 = 0.0098, and the full sums give 0.0101. The cloak's disturbance is then −0.0024 K and the hole's 0.239 K. A test with a distant source finds the cloak almost perfect, and this is a correct finding about nearly uniform fields. It says little about a source nearby.

**Can a better shell save the claim?**

The argument so far concerns one adjustable shell. A second conducting shell supplies a second adjustable conductivity, and then the dipole and the quadrupole can both be cancelled. Let the inner shell, ki, fill b < r < a′ and the outer one, ko, fill a′ < r < c. Write q = (b/a′)² and P = (a′/c)².

First we need the load presented by a layer that itself surrounds a load L_m. In the outer shell T is proportional to r^m + B r^(−m). With β_m = B/a′^(2m), the load at a′ is ko(1 − β_m)/(1 + β_m), so

β_m = (ko − L_m)/(ko + L_m).

At c, B/c^(2m) = β_m P^m, and the load there is ko(1 − β_m P^m)/(1 + β_m P^m). Setting it equal to kb gives

β_m P^m = (ko − kb)/(ko + kb) = −x,

with the same x for both orders. Hence β_m = −x/P^m, and the load needed at a′ is

L_m = ko (1 + x/P^m)/(1 − x/P^m).

The inner shell supplies L_m = ki(1 − q^m)/(1 + q^m), for which

L_2/L_1 = (1 + q)²/(1 + q²) > 1.

The needed load grows with m only if x > 0, which means ko < kb: the outer shell must conduct less than the host. As x rises from 0 towards P², the needed ratio L_2/L_1 rises continuously from 1 without limit, so it meets the supplied ratio somewhere. The value of L_1 then fixes ki.

With the boundary at a′ = 10.5 mm, the result is ki = 26.6 and ko = 1.07 W/(m K). Both s_1 and s_2 vanish to rounding error, but s_3 = 0.090. The two-shell design is better than the original cloak for these orders and is still not exact for all fields.

More shells of this kind cannot finish the task. Consider any finite number of homogeneous, isotropic shells with finite, positive conductivities around the insulated core. For the outermost shell, of conductivity k_out, the formula for β_m has size at most 1, since loads are not negative. Its factor (inner radius/outer radius)^(2m) tends to zero as m grows. The load at the outer surface therefore tends to k_out, and

s_m → (kb − k_out)/(kb + k_out).

If every s_m is to vanish, k_out must equal kb. The outermost shell is then just host material and can be removed from the count. The same argument applies to the next shell, and so on inward. At the end a bare insulated hole remains, which does disturb the field. For our single shell the limit is −p = −0.5625, and the boundary-integral result for m = 12 is −0.5618.

An anisotropic shell offers a different route. Let its radial conductivity be kb/ν and its tangential conductivity kb ν, with ν > 1. Trying T = r^n cos mθ in the heat equation gives (kb/ν) n² = kb ν m², so n = ±mν. The zero-flux condition at b now gives r^(mν) + b^(2mν) r^(−mν). In the load, the factor mν from the derivative multiplies kb/ν, so ν cancels:

L_m = kb (1 − p^(mν))/(1 + p^(mν)), hence s_m = p^(mν).

This is the response of a bare hole of radius c(b/c)^ν. For ν = 10 that radius is 12 × 0.75¹⁰ = 0.68 mm instead of 9 mm. The conductivities are 0.28 and 28 W/(m K), and s_1 = 0.0032, s_2 = 0.00001. With these conductivities no order is cancelled exactly at finite ν, but all become small together. This shell gives up exactness for the uniform gradient and gains a small response to every order. For ν = 10, raising both conductivities by about 0.6% would restore exact cancellation for m = 1, at the price of s_m ≈ −0.003 for the higher orders.

**Set beside a real device**

The numbers are rough, typical values for a nickel-chromium alloy shell (about 10 W/(m K)), polymer foam (about 0.03) and a filled polymer host (a few W/(m K)). Real devices break several assumptions, and each shifts the −0.351 K found at the observation point:

- Foam around a metal core of radius 6 mm leaks some heat. This raises the load, gives s_1 = −0.013, and shifts the result by −0.06 K.
- A glue line between shell and host, 0.02 mm thick with 0.2 W/(m K), lowers the load and shifts it by +0.10 K.
- If the shell's conductivity rises by 0.1% per kelvin relative to the host's, the 24 K rise above ambient at the cloak's position gives −0.06 K. The rise is computed with the face loss of the next item, since without any loss an infinite host has no definite steady rise.
- Heat loss of 3 W/(m² K), counting both faces together, from a block 50 mm thick gives +0.06 K, with the core taken to lose none.

The four sum to +0.04 K, but this small value rests on opposite signs and on the chosen inputs; their sizes add up to 0.28 K. The glue line, leakage and drift also spoil the cancellation of the uniform gradient itself, so a real cloak whose shell has the ideal conductivity is not exact even there. For leakage and a known glue line, an adjusted shell conductivity can restore this cancellation. With these inputs no single effect reaches a third of the disturbance that the ideal theory already predicts. That depends on a thin glue line, weak face loss and a host much wider than 216 mm, the distance over which this face loss damps the temperature. A glue line of 0.1 mm would shift the result by about +0.45 K, more than the disturbance itself, and a face loss of 20 W/(m² K), both faces together, by about +0.17 K. In such a wide host, the material 1 mm from the heater axis is about 62 K above ambient, which it must tolerate. A small block runs much hotter, because it has less surface to lose heat from. In a round block of radius 100 mm with an insulated rim and the same face loss of 3 W/(m² K), the rise would be about 150 K there and about 112 K at the cloak's position. The face-loss and drift shifts would then grow to about +1.0 K and −0.29 K. The steady result also needs patience: with a diffusivity of about 1 mm²/s, heat takes a time of order d²/D = 900 s to spread over 30 mm, but the steady disturbance is reached only after several hours. While the host is still warming, the insulated core takes up no heat, and this adds a slowly fading positive disturbance. With the face loss of 3 W/(m² K) and a shell of the same heat capacity per volume as the host, the disturbance at the observation point is about −0.02 K after 900 s, −0.17 K after one hour and −0.26 K after four hours, against a steady −0.29 K. The rises above ambient also settle slowly, over many hours, because they depend on the face loss: after one hour the applied rise at the cloak's position is only about half of its final 24 K.

For a dipole-tuned cloak near a line heater, a quick estimate of the fault is the quadrupole disturbance at r = c divided by the applied dipole amplitude there, |s_2| c/(2d). Here it is 0.2994 × 12/60 = 0.06. Higher orders add to it when d is only a few times c: in this example they raise the fraction to about 0.09 on the side facing the heater. If that fraction matters, a more distant source, a second shell or an anisotropic one can reduce it. The remaining values are in the numerical output below.

Table of computed values

```
insulation radius b = 9.0 mm, shell radius c = 12.0 mm
p = (b/c)^2 = 0.5625; host kb = 2.80 W/(m K)
shell ks cancelling dipole     = 10.000 W/(m K)
shell ks cancelling quadrupole = 5.392 W/(m K)
dipole-tuned: s1 = 1.5e-16 (size, numerical)
dipole-tuned: s2 = -0.2994, s3 = -0.4273
dipole-tuned: s12 = -0.5618, large-m limit = -0.5625
quadrupole-tuned: s1 = 0.2994, |s2| = 6.7e-17
bare hole of radius b: s1 = 0.5625, s2 = 0.3164
equal quadrupole size at p = 0.5437, b/c = 0.7374
b/c = 0.60: s2 cloak = -0.2417, s2 hole = 0.1296
b/c = 0.85: s2 cloak = -0.3219, s2 hole = 0.5220
two shells meet at 10.5 mm
inner k = 26.646, outer k = 1.069 W/(m K)
two shells: |s1| = 5.0e-14, |s2| = 5.3e-14, s3 = 0.0899
anisotropic nu = 10: k_r = 0.28, k_t = 28.0 W/(m K)
anisotropic: s1 = 3.17e-03, s2 = 1.01e-05
heater power = 200 W/m, T0 = 11.368 K
heater distance = 30 mm, observation radius = 13 mm
applied gradient at centre = 0.3789 K/mm
cloak disturbance = -0.3514 K
  of which quadrupole = -0.2320 K
bare-hole disturbance = 2.6466 K
size ratio cloak/hole = 0.1328
heater at 300 mm: cloak -0.002404 K, hole 0.23860 K
  size ratio cloak/hole = 0.01008
doubling 300 mm: cloak falls by 4.072, hole by 2.011
core radius = 6.0 mm, core k = 200 W/(m K)
foam k = 0.03 W/(m K): s1 = -0.0126
shift from foam leakage = -0.0555 K
glue line 0.02 mm, k = 0.2 W/(m K)
shift from glue line = +0.0965 K
face loss (both faces) = 3.0 W/(m^2 K), thickness = 50 mm
loss decay length in host = 216.0 mm
shift from face loss = +0.0627 K
applied rise at cloak centre above ambient = 23.93 K
rise 1 mm from heater axis = 62.4 K
relative drift of ks/kb = 1e-03 per K
shift from conductivity drift = -0.0604 K
sum of the four shifts = +0.0432 K
host diffusivity = 1.0 mm^2/s, settling time d^2/D = 900 s
```
